# Warm-up time of a silicon wafer above a proximity hotplate: verification in Python

```python
"""
Result under test: a silicon wafer heated through a thin air gap approaches the
hotplate temperature exponentially, with time constant
    tau = (density * specific heat * wafer thickness) * gap / air conductivity,
which is roughly 5 s for a 775 um wafer and a 100 um gap.
Also tested: corrections for internal resistance, gas heat capacity, radiation,
top loss, finite plate, air cushion and gap error, and the diffusion time lost.
All internal quantities are SI; areal quantities are per square metre of wafer.
Material data are rough typical values, good to a few per cent.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from scipy.linalg import eigvalsh_tridiagonal, expm
from scipy.optimize import brentq
from scipy.special import exp1

# Geometry and process
thickness, gap, radius = 775e-6, 100e-6, 0.150
T_start, T_plate = 296.15, 383.15
step = T_plate - T_start
# Rough material data
rho_si, k_si = 2330.0, 120.0
cp_air, prandtl, molar_mass_air = 1009.0, 0.71, 0.02896
molecule_diameter = 0.37e-9
top_loss = 10.0
plate_capacity = 2700.0 * 900.0 * 0.010
release_height = 1.0e-3
activation_eV = 1.0


def c_si(T):
    return 710.0 + 0.8 * (T - 300.0)


def k_air(T):
    return 0.026 * (T / 300.0) ** 0.8


# Lumped estimate, with room-temperature and with warm material data
tau_room = rho_si * c_si(300.0) * thickness * gap / k_air(300.0)
T_wafer_mean = 0.5 * (T_start + T_plate)
T_gas_mean = 0.5 * (T_wafer_mean + T_plate)
capacity = rho_si * c_si(T_wafer_mean) * thickness
k_gas = k_air(T_gas_mean)
h_gap = k_gas / gap
tau = capacity / h_gap


# Nonlinear warm-up: k(T), c(T), optionally black radiation and top loss
def warmup(with_losses):
    def rate(t, y):
        T = y[0]
        flux = quad(k_air, T, T_plate)[0] / gap
        if with_losses:
            flux += const.sigma * (T_plate**4 - T**4)
            flux -= top_loss * (T - T_start)
        return [flux / (rho_si * c_si(T) * thickness)]
    sol = solve_ivp(rate, (0, 120), [T_start], rtol=1e-8, atol=1e-8,
                    dense_output=True)
    final = sol.y[0, -1]
    target = final - (final - T_start) / np.e
    t63 = brentq(lambda t: sol.sol(t)[0] - target, 0, 60)
    t_1K = brentq(lambda t: sol.sol(t)[0] - (final - 1.0), 0, 100)
    return t63, t_1K, final


t63_cond, t1K_cond, final_cond = warmup(False)
t63_full, _, final_full = warmup(True)
time_1K = tau * np.log(step / 1.0)
assert abs(final_cond - T_plate) < 1e-3
assert abs(t63_cond / tau - 1) < 0.01   # remaining drift of material data
assert abs(t1K_cond / time_1K - 1) < 0.01
assert abs(t63_cond - 5.0) < 1.0        # the meaning given to "roughly 5 s"

h_rad = 4 * const.sigma * T_gas_mean**3
h_sum = h_gap + h_rad + top_loss
tau_losses = capacity / h_sum
deficit = top_loss * step / h_sum
assert abs(t63_full / tau_losses - 1) < 0.02
# Mean-temperature data are used for a state at the hot end: several per cent
assert abs((T_plate - final_full) / deficit - 1) < 0.08

# Two-layer heat equation: slowest decay rate by diagonalization
rho_air = const.atm * molar_mass_air / (const.R * T_gas_mean)
n_gas, n_si = 40, 100
dz = np.r_[np.full(n_gas, gap / n_gas), np.full(n_si, thickness / n_si)]
cond = np.r_[np.full(n_gas, k_gas), np.full(n_si, k_si)]
heat = np.r_[np.full(n_gas, rho_air * cp_air),
             np.full(n_si, rho_si * c_si(T_wafer_mean))] * dz
half_resistance = dz / (2 * cond)
link = 1 / (half_resistance[:-1] + half_resistance[1:])
total_link = np.r_[1 / half_resistance[0], link] + np.r_[link, 0.0]
slow_rate = eigvalsh_tridiagonal(total_link / heat,
                                 -link / np.sqrt(heat[:-1] * heat[1:]),
                                 select='i', select_range=(0, 0))[0]
tau_layers = 1 / slow_rate
biot = h_gap * thickness / k_si
gas_heat_ratio = rho_air * cp_air * gap / capacity
layer_correction = biot / 3 + gas_heat_ratio / 3
assert abs((tau_layers / tau - 1) / layer_correction - 1) < 0.01

# Finite, unregulated plate: two coupled heat capacities
plate_factor = plate_capacity / (plate_capacity + capacity)
plate_drop = step * capacity / (plate_capacity + capacity)
pair = np.array([[-h_gap / capacity, h_gap / capacity],
                 [h_gap / plate_capacity, -h_gap / plate_capacity]])
pair_tau = -1 / np.min(np.linalg.eigvals(pair).real)
pair_end = expm(pair * 40 * tau) @ np.array([T_start, T_plate])
assert abs(pair_tau / (tau * plate_factor) - 1) < 1e-9
assert abs(T_plate - pair_end[0] - plate_drop) < 1e-6

# Air cushion: solve the thin-film pressure equation for unit gap and speed
viscosity = prandtl * k_gas / cp_air
weight = rho_si * const.g * thickness
n_r = 400
faces = np.linspace(0, radius, n_r + 1)
dr = radius / n_r
areas = np.pi * (faces[1:]**2 - faces[:-1]**2)
flow = 2 * np.pi * faces[1:] / (12 * viscosity * dr)
flow[-1] *= 2                            # half a cell to the open rim
matrix = np.diag(flow + np.r_[0.0, flow[:-1]])
matrix -= np.diag(flow[:-1], 1) + np.diag(flow[:-1], -1)
pressure = np.linalg.solve(matrix, areas)
mean_pressure = np.sum(pressure * areas) / np.sum(areas)
assert abs(mean_pressure / (1.5 * viscosity * radius**2) - 1) < 1e-4

settle = 3 * viscosity * radius**2 / (4 * weight * gap**2)
x = gap / release_height
fall_time = settle * (1 - x**2)
delay = settle * (1 / 3 - x**2 + 2 * x**3 / 3)


def fall(t, y):
    # y[0]: current gap / final gap; y[1]: log of remaining temperature gap
    return [-weight * gap**2 * y[0]**3 / mean_pressure, -1 / (y[0] * tau)]


def landed(t, y):
    return y[0] - 1


landed.terminal = True
drop = solve_ivp(fall, (0, 20), [1 / x, 0.0], events=landed,
                 rtol=1e-9, atol=1e-11)
t_land = drop.t_events[0][0]
delay_numeric = t_land + tau * drop.y_events[0][0][1]
assert abs(t_land / fall_time - 1) < 1e-3
assert abs(delay_numeric / delay - 1) < 1e-3
release_speed = 2 * weight * release_height**3 / (3 * viscosity * radius**2)
inertia_number = release_speed * release_height * rho_air / viscosity

# Two wafers with slightly different gaps
gap_low, gap_high = 95e-6, 105e-6
spread = step * (gap_high - gap_low) / gap / np.e
times = np.linspace(0, 8 * tau, 20001)
difference = step * (np.exp(-times * k_gas / (capacity * gap_high))
                     - np.exp(-times * k_gas / (capacity * gap_low)))
assert abs(difference.max() / spread - 1) < 0.01

# Diffusion time lost while the wafer is still cool
k_B_eV = const.k / const.e
arrhenius = activation_eV * step / (k_B_eV * T_plate**2)
lost_time = tau * (np.log(arrhenius) + np.euler_gamma + exp1(arrhenius))


def missing_diffusion(t):
    T = T_plate - step * np.exp(-t / tau)
    return 1 - np.exp(-activation_eV / k_B_eV * (1 / T - 1 / T_plate))


lost_numeric = quad(missing_diffusion, 0, 30 * tau, limit=200)[0]
# The formula expands 1/T about the plate temperature
assert abs(lost_numeric / lost_time - 1) < 0.03

# Scale checks for the gas
diffusivity = k_gas / (rho_air * cp_air)
rayleigh = (const.g * step * gap**3
            / (T_gas_mean * diffusivity * viscosity / rho_air))
free_path = const.k * T_gas_mean / (
    np.sqrt(2) * np.pi * molecule_diameter**2 * const.atm)
jump_fraction = 4 * free_path / gap      # two free paths at each surface
assert rayleigh < 1 and jump_fraction < 0.02


def show(label, value, unit, form=".3f"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


show("Wafer thickness", thickness * 1e6, "um", ".0f")
show("Air gap", gap * 1e6, "um", ".0f")
show("Wafer diameter", 2 * radius * 1e3, "mm", ".0f")
show("Start temperature", T_start, "K", ".2f")
show("Plate temperature", T_plate, "K", ".2f")
show("Temperature step", step, "K", ".1f")
show("Silicon density", rho_si, "kg/m3", ".0f")
show("Silicon specific heat at 300 K", c_si(300), "J/(kg K)", ".0f")
show("Air conductivity at 300 K", k_air(300), "W/(m K)", ".4f")
show("Time constant, 300 K data", tau_room, "s", ".2f")
show("Mean wafer temperature", T_wafer_mean, "K", ".2f")
show("Mean gas temperature", T_gas_mean, "K", ".2f")
show("Silicon specific heat, warm", c_si(T_wafer_mean), "J/(kg K)", ".1f")
show("Air conductivity, warm", k_gas, "W/(m K)", ".4f")
show("Wafer heat capacity per area", capacity, "J/(m2 K)", ".0f")
show("Gap conductance", h_gap, "W/(m2 K)", ".1f")
show("Time constant, warm data", tau, "s", ".2f")
show("63% time, nonlinear conduction", t63_cond, "s", ".2f")
show("Time to within 1 K, formula", time_1K, "s", ".1f")
show("Time to within 1 K, nonlinear", t1K_cond, "s", ".1f")
show("Silicon conductivity", k_si, "W/(m K)", ".0f")
show("Biot number", biot, "", ".5f")
show("Gas/wafer heat capacity ratio", gas_heat_ratio, "", ".2e")
show("Layer correction, formula", 100 * layer_correction, "%", ".4f")
show("Layer correction, eigenvalue", 100 * (tau_layers/tau - 1), "%", ".4f")
show("Black radiation conductance", h_rad, "W/(m2 K)", ".1f")
show("Top loss coefficient", top_loss, "W/(m2 K)", ".1f")
show("Time constant with both, formula", tau_losses, "s", ".2f")
show("63% time with both, nonlinear", t63_full, "s", ".2f")
show("Final deficit, formula", deficit, "K", ".2f")
show("Final deficit, nonlinear", T_plate - final_full, "K", ".2f")
show("Plate heat capacity per area", plate_capacity, "J/(m2 K)", ".0f")
show("Unregulated plate: tau factor", plate_factor, "", ".3f")
show("Unregulated plate: final drop", plate_drop, "K", ".2f")
show("Air viscosity, warm", viscosity * 1e6, "uPa s", ".1f")
show("Wafer weight per area", weight, "Pa", ".1f")
show("Release height", release_height * 1e3, "mm", ".1f")
show("Settling scale", settle, "s", ".2f")
show("Fall time to final gap", fall_time, "s", ".2f")
show("Heating delay, formula", delay, "s", ".3f")
show("Heating delay, integrated", delay_numeric, "s", ".3f")
show("63% time from release, with delay", tau + delay, "s", ".2f")
show("Air inertia number at release", inertia_number, "", ".2f")
show("Smaller compared gap", gap_low * 1e6, "um", ".0f")
show("Larger compared gap", gap_high * 1e6, "um", ".0f")
show("Largest temperature difference", difference.max(), "K", ".2f")
show("Activation energy", activation_eV, "eV", ".1f")
show("Arrhenius parameter a", arrhenius, "", ".2f")
show("Lost diffusion time, formula", lost_time, "s", ".1f")
show("Lost diffusion time, quadrature", lost_numeric, "s", ".1f")
show("Rayleigh number of gap", rayleigh, "", ".4f")
show("Mean free path in air", free_path * 1e9, "nm", ".0f")
show("Temperature-jump correction", 100 * jump_fraction, "%", ".2f")
print("PASS")
```

Printed output:

```
Wafer thickness: 775 um
Air gap: 100 um
Wafer diameter: 300 mm
Start temperature: 296.15 K
Plate temperature: 383.15 K
Temperature step: 87.0 K
Silicon density: 2330 kg/m3
Silicon specific heat at 300 K: 710 J/(kg K)
Air conductivity at 300 K: 0.0260 W/(m K)
Time constant, 300 K data: 4.93 s
Mean wafer temperature: 339.65 K
Mean gas temperature: 361.40 K
Silicon specific heat, warm: 741.7 J/(kg K)
Air conductivity, warm: 0.0302 W/(m K)
Wafer heat capacity per area: 1339 J/(m2 K)
Gap conductance: 301.8 W/(m2 K)
Time constant, warm data: 4.44 s
63% time, nonlinear conduction: 4.44 s
Time to within 1 K, formula: 19.8 s
Time to within 1 K, nonlinear: 19.8 s
Silicon conductivity: 120 W/(m K)
Biot number: 0.00195
Gas/wafer heat capacity ratio: 7.36e-05
Layer correction, formula: 0.0674 %
Layer correction, eigenvalue: 0.0674 %
Black radiation conductance: 10.7 W/(m2 K)
Top loss coefficient: 10.0 W/(m2 K)
Time constant with both, formula: 4.15 s
63% time with both, nonlinear: 4.17 s
Final deficit, formula: 2.70 K
Final deficit, nonlinear: 2.57 K
Plate heat capacity per area: 24300 J/(m2 K)
Unregulated plate: tau factor: 0.948
Unregulated plate: final drop: 4.54 K
Air viscosity, warm: 21.2 uPa s
Wafer weight per area: 17.7 Pa
Release height: 1.0 mm
Settling scale: 2.02 s
Fall time to final gap: 2.00 s
Heating delay, formula: 0.656 s
Heating delay, integrated: 0.656 s
63% time from release, with delay: 5.09 s
Air inertia number at release: 1.14
Smaller compared gap: 95 um
Larger compared gap: 105 um
Largest temperature difference: 3.20 K
Activation energy: 1.0 eV
Arrhenius parameter a: 6.88
Lost diffusion time, formula: 11.1 s
Lost diffusion time, quadrature: 11.3 s
Rayleigh number of gap: 0.0035
Mean free path in air: 81 nm
Temperature-jump correction: 0.32 %
PASS
```
